\section*{The Abrikosov-Gorkov spectral gap and the onset of gapless superconductivity}

Consider first a single question about a superconductor whose pairs are weakened by a perturbation that breaks time-reversal symmetry: are there electron states at zero energy, measured from the Fermi level? In the Abrikosov-Gorkov description the answer follows from an equation for one function $u(\omega)$,
\begin{equation}
\frac{\omega}{\Delta}=u\left(1-\frac{\zeta}{\sqrt{1+u^2}}\right),\qquad \zeta=\frac{\alpha}{\Delta},
\label{ag}
\end{equation}
where $\omega>0$ is a Matsubara energy, $\Delta$ the order parameter and $\alpha$ the depairing energy. The density of states relative to the normal metal is
\begin{equation}
\frac{N(E)}{N_0}=\mathrm{Re}\,\frac{u}{\sqrt{1+u^2}}\quad\text{at}\quad \omega=-iE+0 .
\label{dos}
\end{equation}
At $\omega\to0$ the right side of \eqref{ag} must vanish, so either $u=0$ or $\sqrt{1+u^2}=\zeta$. The second root is real and nonzero only if $\zeta>1$. In that case the bracket must be positive when $\omega$ and $u$ are positive, so $\sqrt{1+u^2}>\zeta$, and as $\omega\to0$ the solution tends to $u_0=\sqrt{\zeta^2-1}$, not to zero. Hence
\begin{equation}
\frac{N(0)}{N_0}=\begin{cases}0,&\alpha\le\Delta,\\[2pt] \sqrt{1-\Delta^2/\alpha^2},&\alpha>\Delta.\end{cases}
\label{zero}
\end{equation}
States reach zero energy when $\alpha$ passes $\Delta$, and $\Delta$ is not zero there. Two things remain to be found: the gap for $\alpha<\Delta$, and the value of $\Delta$ itself, which depends on $\alpha$.

Equation \eqref{ag} comes from the self-consistent equations for the energy and pair potential renormalized by scattering,
\begin{equation}
\tilde\omega=\omega+\Gamma_1\frac{u}{\sqrt{1+u^2}},\qquad
\tilde\Delta=\Delta+\Gamma_2\frac{1}{\sqrt{1+u^2}},\qquad u=\frac{\tilde\omega}{\tilde\Delta},
\end{equation}
which are the starting point here. Inserting both into $\tilde\omega=u\tilde\Delta$ gives $\omega=u\Delta-(\Gamma_1-\Gamma_2)u/\sqrt{1+u^2}$, which is \eqref{ag} with $\alpha=\Gamma_1-\Gamma_2$. Potential scattering adds equally to $\Gamma_1$ and $\Gamma_2$ and drops out. Scattering that breaks time-reversal symmetry does not. The description assumes weak coupling, a uniform $\Delta$, magnetic scattering weak enough for the Born approximation, and no spin splitting of the electron energies.

To find the spectrum, set $\omega=-iE$ and $u=-iv$. Then \eqref{ag} and \eqref{dos} become
\begin{equation}
\frac{E}{\Delta}=F(v)=v\left(1-\frac{\zeta}{\sqrt{1-v^2}}\right),\qquad
\frac{N}{N_0}=\mathrm{Im}\,\frac{v}{\sqrt{1-v^2}} .
\label{real}
\end{equation}
The density of states vanishes precisely when $v/\sqrt{1-v^2}$ equals a real number $y$. Then $v^2=y^2/(1+y^2)$, so $v$ is real with $|v|<1$. The gap is therefore the range of energies in which the physical root is real.

Several roots may exist, so the physical one has to be followed from the Matsubara axis. For $\zeta<1$,
\begin{equation}
\frac{1}{\Delta}\frac{d\omega}{du}=1-\frac{\zeta}{(1+u^2)^{3/2}}>0\qquad(u\ge0),
\end{equation}
because $u/\sqrt{1+u^2}$ has the derivative $(1+u^2)^{-3/2}$. There is thus one root $u\ge0$, and it goes to zero with $\omega$. The slope at the origin, $1-\zeta$, is nonzero, so the root continues smoothly to small real energies, where $v$ is real and grows from zero with $E$. This lasts as long as
\begin{equation}
F'(v)=1-\frac{\zeta}{(1-v^2)^{3/2}}
\end{equation}
is positive. It vanishes at $v=v_m$, where $1-v_m^2=\zeta^{2/3}$. There $\sqrt{1-v_m^2}=\zeta^{1/3}$, and the bracket in $F$ is $1-\zeta/\zeta^{1/3}=1-\zeta^{2/3}$. With $v_m=(1-\zeta^{2/3})^{1/2}$ the largest energy reached on this branch is
\begin{equation}
E_g=\Delta\left[1-\left(\frac{\alpha}{\Delta}\right)^{2/3}\right]^{3/2}.
\label{gap}
\end{equation}

It must still be shown that states appear immediately above $E_g$ and do not disappear again. Differentiating once more,
\begin{equation}
F''(v_m)=-\frac{3\zeta v_m}{(1-v_m^2)^{5/2}}=-3v_m\zeta^{-2/3},
\end{equation}
so near the maximum $E_g-E=\tfrac32\Delta v_m\zeta^{-2/3}(v-v_m)^2$. Below $E_g$ the physical root is the smaller one,
\begin{equation}
v-v_m=-\sqrt{\frac{2\zeta^{2/3}(E_g-E)}{3\Delta v_m}} .
\end{equation}
The energy carries a small positive imaginary part, since $\omega=-i(E+i\eta)$ must have a positive real part. As $E$ passes $E_g$, the phase of $E_g-E-i\eta$ runs from $0$ to $-\pi$, its square root becomes $-i\sqrt{E-E_g}$, and $v-v_m$ becomes positive imaginary. The derivative of $v/\sqrt{1-v^2}$ at $v_m$ is $(1-v_m^2)^{-3/2}=1/\zeta$, hence to leading order
\begin{equation}
\frac{N(E)}{N_0}\simeq\zeta^{-2/3}\sqrt{\frac{2(E-E_g)}{3\Delta v_m}},\qquad E\to E_g^+ .
\end{equation}
Suppose that at some higher energy $E_1$ the root became real again, at $v_1$. If $F'(v_1)\neq0$, then $F$ has a unique smooth inverse near $v_1$, which is real for real $E$, so the root would already have been real just below $E_1$. Hence $F'(v_1)=0$ and $v_1=\pm v_m$, but these points have $E=\pm E_g$. The end points $v=\pm1$ are excluded because $F$ diverges there. So $N>0$ at every energy above $E_g$. For $\zeta>1$, $F'$ has no zero on $-1<v<1$, and the root starts complex at $E=0$. The same argument then gives $N>0$ at all energies.

Two limits show how the gap closes. For $\zeta\ll1$, $E_g\simeq\Delta(1-\tfrac32\zeta^{2/3})$. The fractional power makes weak depairing effective: at $\alpha=0.10\,\Delta$ equation \eqref{gap} gives $E_g=0.695\,\Delta$. Near the other end $1-\zeta^{2/3}\simeq\tfrac23(1-\zeta)$, so $E_g\simeq\Delta[\tfrac23(1-\zeta)]^{3/2}$ and the gap closes with zero slope. It is $0.225\,\Delta$ at $\zeta=0.5$ and $0.0062\,\Delta$ at $\zeta=0.95$. At $\zeta=1$ the linear term in \eqref{ag} cancels, leaving $\omega/\Delta\simeq u^3/2$. With $\omega=Ee^{-i\pi/2}$ this gives $u\simeq(2E/\Delta)^{1/3}e^{-i\pi/6}$, and $N/N_0\simeq\tfrac{\sqrt3}{2}(2E/\Delta)^{1/3}$.

The order parameter follows from the gap equation. At zero temperature, with coupling constant $\lambda$ and cutoff $\Omega\gg\Delta,\alpha$,
\begin{equation}
\frac1\lambda=\frac1\Delta\int_0^\Omega\frac{d\omega}{\sqrt{1+u^2}} .
\end{equation}
Take $u$ as the variable, with $d\omega=\Delta[1-\zeta(1+u^2)^{-3/2}]\,du$. The lower limit is $u_0=0$ for $\zeta\le1$ and $u_0=\sqrt{\zeta^2-1}$ for $\zeta>1$. The upper limit is $U\simeq\Omega/\Delta+\zeta$, so $\operatorname{arsinh}U\simeq\ln(2\Omega/\Delta)$ up to a term $\alpha/\Omega$. Then
\begin{equation}
\frac1\lambda=\ln\frac{2\Omega}{\Delta}-\operatorname{arsinh}u_0-\zeta I,\qquad
I=\int_{u_0}^\infty\frac{du}{(1+u^2)^2}.
\end{equation}
Without depairing, $1/\lambda=\ln(2\Omega/\Delta_0)$, which defines $\Delta_0$. Subtracting,
\begin{equation}
\ln\frac{\Delta}{\Delta_0}=-\operatorname{arsinh}u_0-\zeta I .
\label{delta}
\end{equation}
The integrand of $I$ has the primitive $\tfrac12[\arctan u+u/(1+u^2)]$. For $\zeta\le1$ this gives $I=\pi/4$ and
\begin{equation}
\Delta=\Delta_0\,e^{-\pi\alpha/4\Delta}\qquad(\alpha\le\Delta).
\label{below}
\end{equation}
Setting $\alpha=\Delta$ locates the onset of gaplessness:
\begin{equation}
\alpha=\Delta=\Delta_0e^{-\pi/4}=0.456\,\Delta_0 .
\label{onset}
\end{equation}
Nearly half of the clean order parameter is left when the gap has gone. The order parameter measures pairing, not the lowest excitation energy: for $\alpha\ge\Delta$ the pair function $1/\sqrt{1+u^2}$ at zero energy equals $\Delta/\alpha$, so pair correlations coexist there with the states counted by \eqref{zero}.

To see where $\Delta$ vanishes, continue to $\zeta>1$. Let $\sin\varphi=1/\zeta$, so that $u_0/\zeta=\cos\varphi$ and $I=\tfrac12(\varphi-u_0/\zeta^2)$. Equation \eqref{delta} becomes
\begin{equation}
\ln\frac{\Delta}{\Delta_0}=-\operatorname{arcosh}\zeta-\frac12\left[\zeta\arcsin\frac1\zeta-\sqrt{1-\frac1{\zeta^2}}\right].
\label{above}
\end{equation}
As $\zeta\to\infty$ the bracket tends to $1-1=0$ and $\operatorname{arcosh}\zeta\to\ln2\zeta$. Therefore $\Delta\to\Delta_0/2\zeta\to0$, while $\alpha=\zeta\Delta\to\Delta_0/2$.

This limit is the upper end of superconductivity if $\alpha$ rises steadily with $\zeta$, that is, if $-d\ln\Delta/d\ln\zeta<1$. For $\zeta\le1$ this quantity is $\pi\zeta/4<1$. For $\zeta>1$, differentiate \eqref{delta} using $du_0/d\zeta=\zeta/u_0$ and $1+u_0^2=\zeta^2$:
\begin{align}
-\frac{d\ln\Delta}{d\ln\zeta}
&=\zeta\left[\frac{\zeta}{u_0}\left(\frac1\zeta-\frac1{\zeta^3}\right)+I\right]
=\frac{u_0}{\zeta}+\zeta I\nonumber\\
&=\frac12\left(\cos\varphi+\frac{\varphi}{\sin\varphi}\right).
\end{align}
This is below 1 if $\varphi<2\sin\varphi-\sin\varphi\cos\varphi$. Both sides vanish at $\varphi=0$, and the right side has the derivative $2\cos\varphi-\cos2\varphi=1+2\cos\varphi(1-\cos\varphi)$, which exceeds 1 for $0<\varphi<\pi/2$. So $\alpha$ rises and $\Delta$ falls throughout, and at $T=0$ the superconductor is gapless with finite $\Delta$ for
\begin{equation}
e^{-\pi/4}<\frac{\alpha}{\Delta_0}<\frac12 .
\end{equation}
The onset lies at 91\% of the critical depairing energy.

A gapless range also exists in temperature, at fixed $\alpha$ between $0$ and $\Delta_0/2$. Equation \eqref{ag} does not contain $T$, so the criterion remains $\alpha=\Delta(T)$. At finite temperature $\int d\omega$ becomes $2\pi k_BT\sum_n$ with $\omega_n=2\pi k_BT(n+\tfrac12)$. In the clean limit at vanishing $\Delta$ the sum of $1/(n+\tfrac12)$ up to the cutoff gives $1/\lambda=\ln(2e^{\gamma}\Omega/\pi k_BT_{c0})$, with $\gamma$ Euler's constant, so $k_BT_{c0}=e^\gamma\Delta_0/\pi$. Subtraction gives
\begin{equation}
\ln\frac{T_{c0}}{T}=2\pi k_BT\sum_{n\ge0}\left(\frac1{\omega_n}-s_n\right),\qquad s_n=\frac{1}{\Delta\sqrt{1+u_n^2}} .
\label{thermal}
\end{equation}
Put $u=\cot\theta$. Then \eqref{ag} reads $\omega\tan\theta+\alpha\sin\theta=\Delta$, so $\theta$ grows with $\Delta$, while $s=\sin\theta/\Delta=\cos\theta/(\omega+\alpha\cos\theta)$ falls. Each $T$ thus allows at most one nonzero $\Delta$, and it varies continuously. At $\Delta\to0$, $s_n\to1/(\omega_n+\alpha)$, and with $x=\alpha/2\pi k_BT$ equation \eqref{thermal} fixes $T_c$ by
\begin{equation}
\ln\frac{T_{c0}}{T_c}=\sum_{n\ge0}\left(\frac1{n+\frac12}-\frac1{n+\frac12+x}\right).
\end{equation}
The right side minus the left has the derivative $1-x\sum_n(n+\tfrac12+x)^{-2}$ with respect to $\ln T_c$. This is positive, because midpoint values of a convex function sum to less than its integral, here $1/x$. The transition is therefore unique, and $\Delta$ goes continuously to zero there. Close enough to $T_c$ it is therefore smaller than $\alpha$, which leaves a gapless interval below $T_c$.

A thin diffusive film in a parallel magnetic field gives $\alpha$ a value that can be tuned. Let $z$ run across the film from its middle, let $A=Bz$, and let $D$ be the diffusivity. The diffusive (Usadel) equation is
\begin{equation}
\frac{\hbar D}{2}\theta''=\omega\sin\theta-\Delta\cos\theta+\frac{\hbar D}{2}\left(\frac{2eBz}{\hbar}\right)^2\sin\theta\cos\theta,
\end{equation}
with $\theta'=0$ at both surfaces. If the thickness $d$ is small enough for $\theta$ to be nearly constant, averaging removes the left side and replaces $z^2$ by $d^2/12$. Division by $\sin\theta$ recovers \eqref{ag}, with
\begin{equation}
\alpha=\frac{\hbar D}{2}\,\frac{4e^2B^2}{\hbar^2}\,\frac{d^2}{12}=\frac{De^2B^2d^2}{6\hbar}.
\end{equation}
Take rough values in the regime of aluminium films: $\Delta_0=200\ \mu$eV, $d=50$ nm, $D=50\ \mathrm{cm^2/s}$. Then $\alpha=(3165\ \mu\mathrm{eV/T^2})B^2$. At $0.100$ T, $\alpha=31.65\ \mu$eV. Solving \eqref{below} numerically gives $\zeta=0.1827$ and $\Delta=200\,e^{-0.1435}=173.3\ \mu$eV, and \eqref{gap} gives $E_g=173.3\,(1-0.322)^{3/2}=96.7\ \mu$eV. Other fields, with \eqref{above} used beyond the onset, give at $T=0$:
\begin{center}
\begin{tabular}{ccccc}
$B$ (T) & $\alpha$ ($\mu$eV) & $\Delta$ ($\mu$eV) & $E_g$ ($\mu$eV) & $N(0)/N_0$\\
0.050 & 7.9 & 193.7 & 160.3 & 0\\
0.150 & 71.2 & 130.1 & 24.8 & 0\\
0.174 & 95.8 & 67.1 & 0 & 0.71
\end{tabular}
\end{center}
The onset is at $\alpha=\Delta=91.2\ \mu$eV, or $B=\sqrt{91.2/3165}=0.170$ T. The order parameter vanishes at $\alpha=100\ \mu$eV, or $0.178$ T. These digits belong to an idealized diffusive film with $\theta$ and the magnetic field uniform across it. Letting $\theta$ vary raises $\Delta$ at 0.174 T from 67.1 to $68.4\ \mu$eV. Screening of the field inside the film, estimated separately with the free-electron resistivity, raises it to about $68\ \mu$eV, and at 0.150 T it raises $E_g$ from 24.8 to about $25.4\ \mu$eV. For the electron density of aluminium and a free-electron mass, the chosen $D$ implies a mean free path of 7.4 nm, which lowers $\alpha$ by about 4\% if the surfaces reflect specularly. At 0.150 T this raises $\Delta$ by 3\% and $E_g$ from 24.8 to $29.4\ \mu$eV, and near the critical field $\Delta$ is very sensitive to $\alpha$: at 0.174 T it rises from 67 to $89\ \mu$eV, and $N(0)/N_0$ falls from 0.71 to roughly 0.2. The corrected $\alpha$ lies just above the onset, so this last value is fragile: it is 0.3 for a mean free path of 7 nm and zero for 8 nm. Diffusely scattering surfaces would lower $\alpha$ more, by roughly 10\% at fixed $D$, which puts $\alpha$ below $\Delta$ at 0.174 T. The numbers below keep the uncorrected $\alpha$ unless stated otherwise. With the field held at $0.100$ T, numerical solution of \eqref{thermal}, which neglects Zeeman splitting, gives a gapless interval from 1.003 K to $T_c=1.016$ K. In its middle $\Delta=22.4\ \mu$eV, still finite but below $\alpha$. The mean-free-path correction to $\alpha$ would move both ends up by about 0.014 K, more than the width of the interval, so its existence is a firmer result than its position.

Zeeman splitting, neglected so far, also moves the onset. At 0.170 T the energy $h=\mu_BB$ is $9.8\ \mu$eV. Without spin-orbit scattering it shifts the two spin spectra by $\pm h$, so the gap closes when $E_g=h$. Until then $\Delta$ is unchanged at $T=0$: replacing $\omega$ by $\omega+ih$ in the gap integral adds $-i\int_0^h dy/\sqrt{1+u^2(iy)}$, which is purely imaginary for $h<E_g$, and the sum over spins keeps the real part. Solving $E_g=h$ numerically moves the closing field from 0.170 to 0.161 T, where $\Delta=113\ \mu$eV. The gap thus closes earlier, at a larger order parameter. Beyond the closing field $\Delta$ does change: at 0.174 T it falls from 67.1 to $61.6\ \mu$eV, and $N(0)/N_0$ rises from 0.71 to 0.79. The gapless temperature interval at 0.100 T widens too. With $h=5.8\ \mu$eV included it runs from 0.986 to 1.015 K, more than twice the width found above.

The relative size of the Zeeman energy depends on the thickness. With $D$ and $\Delta_0$ fixed, the onset field scales as $1/d$ as long as $d$ is well above the mean free path, yet small enough for $\theta$ and the magnetic field to be nearly uniform across the film. At 5 nm the first condition fails. The diffusive formula would give $h=98\ \mu$eV at the orbital onset field, and the finite mean free path, with specular surfaces, raises this to about $160\ \mu$eV. With either value of $h$ included the gap equation has no solution with nonzero $\Delta$, so the film would already be normal there and the criterion $\alpha=\Delta$ would not describe it. For the 50 nm film at 0.05 K, \eqref{thermal} lowers $\Delta$ at the orbital onset field from 91.2 to $88.7\ \mu$eV; Zeeman splitting lowers it further, to about $85\ \mu$eV. A tunnelling measurement with a normal electrode is also smeared by the derivative of the Fermi function, whose full width at half maximum is $4k_BT\operatorname{arcosh}\sqrt2=15\ \mu$eV. It would blur the last part of the gap's closing.

Numbers in the example were calculated in double precision.
